Small-polaron absorption: the Gaussian line shape and dc hopping conductivity

**Definitions and conventions**

Carriers of charge magnitude e and density n move between equivalent sites a distance a apart along the field direction. The bare hopping amplitude to each of the two neighbours along that direction is −J. Each site i has its own harmonic modes q, which couple to a carrier only when it sits on that site:

H = Σ_iq ħω_q b†_iq b_iq + Σ_iq n_i g_q ħω_q (b_iq + b†_iq) − J Σ_i (c†_{i+1} c_i + c†_i c_{i+1}).

Here n_i is the occupation of site i and g_q is real. Write β = 1/kT and

E_p = Σ_q g_q² ħω_q, λ_q = 2g_q² ħω_q, λ = Σ_q λ_q = 2E_p.

E_p is the polaron binding energy at J = 0. The activation energy E_a is the least lattice energy, measured from the relaxed polaron, at which the levels of two neighbouring sites coincide.

The line shape S(E) is the probability density that a sudden transfer of the carrier to a neighbour, starting from lattice equilibrium around the first site, changes the lattice-plus-carrier energy by E:

S(E) = Σ_νν' p_ν |⟨ν'|ν⟩|² δ(E'_ν' − E_ν − E).

The states ν, with Boltzmann weights p_ν, belong to the carrier on site 1 (Hamiltonian H₁), and the states ν' to the carrier on site 2 (H₂), both at J = 0. By completeness S integrates to one.

**Theorem**

Assume that

(a) J enters at lowest order, and the lattice relaxes between hops;
(b) carriers are dilute, na³ ≪ 1, and do not interact;
(c) mode frequencies form a continuous distribution and the coupling is strong, so that S is smooth;
(d) the modes are classical, βħω_q ≪ 1, with the sharper condition of Remark 1.

Then E_a = λ/4 and, with E = ħω,

S(E) = (16πE_a kT)^(−1/2) exp[−(E − 4E_a)²/(16E_a kT)], (1)

σ₁(ω) = n e²a² (2πJ²/ħ) S(E) (1 − e^(−βE))/E, (2)

σ_dc = n e²a² k/kT, k = (J²/ħ) √(π/(4E_a kT)) e^(−E_a/kT), (3)

σ₁(ω)/σ_dc = [sinh(βE/2)/(βE/2)] exp[−E²/(16E_a kT)]. (4)

The Gaussian centred at 4E_a with variance 8E_a kT is thus S. The conductivity σ₁, the real part of the response, carries the further factor (1 − e^(−βE))/E and is not itself a Gaussian. The absorption coefficient has the shape of σ₁ if the refractive index is constant across the band.

**Lemma 1 (lattice energies).** For classical modes the vertical transfer energy is λ = 2E_p, the activation energy is E_a = λ/4, and the thermal variance of the energy gap is 2λkT.

Proof. Let x₁q and x₂q be the mode coordinates on the two sites, with stiffness K_q and force f_q, so that f_q²/(2K_q) = g_q²ħω_q. With the carrier on site 1 or 2,

U₁ = Σ_q [½K_q(x₁q² + x₂q²) − f_q x₁q],
U₂ = Σ_q [½K_q(x₁q² + x₂q²) − f_q x₂q].

U₁ is least at x₁q = f_q/K_q, x₂q = 0, where U₁ = −Σ f_q²/(2K_q) = −E_p. The gap is

Δ = U₂ − U₁ = Σ_q f_q(x₁q − x₂q),

and at that minimum it equals Σ f_q²/K_q = 2E_p = λ.

For E_a, minimise U₁ subject to Δ = 0. With a multiplier μ the conditions are

K_q x₁q − f_q + μf_q = 0, K_q x₂q − μf_q = 0.

Hence x₁q = (1 − μ)f_q/K_q and x₂q = μf_q/K_q, and Δ = 0 requires μ = ½. Both sites are then half distorted, and

U₁ = Σ_q [f_q²/(4K_q) − f_q²/(2K_q)] = −E_p/2.

The cost is E_a = −E_p/2 + E_p = E_p/2 = λ/4.

In equilibrium each coordinate has variance kT/K_q, so Δ has variance Σ 2f_q²kT/K_q = 4E_p kT = 2λkT = 8E_a kT. ∎

The factor four has a simple meaning. Light transfers the carrier while the lattice stands still and pays the full gap λ. A thermal hop waits until the distortion is shared equally. Distortion energy is quadratic, so two half distortions cost less.

**Lemma 2 (absorbed power).** To lowest order in J and in the field,

σ₁(ω) = n e²a² (2πJ²/ħ) [S(ħω) − S(−ħω)]/(ħω). (5)

Proof. Describe the field F₀ cos ωt by the vector potential A = −(F₀/ω) sin ωt. A hop along the field acquires the Peierls phase φ = eaA/ħ, up to a sign that does not affect the power, and the amplitude becomes −J(1 + iφ + …), with

iφ = −(eaF₀/(2ħω)) (e^(iωt) − e^(−iωt)).

The term in e^(−iωt) raises the energy of the system by ħω and the term in e^(iωt) lowers it. Each has the magnitude J eaF₀/(2ħω). The static term −J leads to final states of unchanged energy, so over long times it does not interfere with the other two and absorbs nothing. The φ² terms change the static amplitude or create sidebands at 2ω, whose rates are of order F₀⁴.

By the golden rule the absorption rate to one neighbour is (2π/ħ)[J eaF₀/(2ħω)]² S(ħω), and the emission rate has S(−ħω) instead. With two neighbours, the power per volume is

P = n · 2 · ħω · (2π/ħ) · J²e²a²F₀²/(4ħ²ω²) · [S(ħω) − S(−ħω)].

Setting P = σ₁F₀²/2 gives (5). ∎

**Lemma 3 (quantum line shape).** For harmonic modes at any temperature,

S(E) = ∫ dt/(2πħ) e^(iEt/ħ) Φ(t),

ln Φ(t) = −Σ_q (λ_q/ħω_q) [coth(βħω_q/2)(1 − cos ω_q t) + i sin ω_q t]. (6)

The mean of S is λ and its variance is Σ_q λ_q ħω_q coth(βħω_q/2).

Proof. Writing the delta function as a time integral gives Φ(t) = ⟨e^(iH₁t/ħ) e^(−iH₂t/ħ)⟩, averaged over the equilibrium of H₁. The normal modes of H₁ on site 1 are B_q = b₁q + g_q, since

b†b + g(b + b†) = (b† + g)(b + g) − g².

In these operators

H₂ − H₁ = λ + v, v = Σ_q g_q ħω_q [(b₂q + b†₂q) − (B_q + B†_q)].

The operator v is linear in independent thermal oscillators, so by Wick's theorem its cumulants beyond the second vanish, and

ln Φ = −iλt/ħ − (1/ħ²) ∫₀ᵗ dt₁ ∫₀^(t₁) ds ⟨v(s)v(0)⟩.

With N_q = 1/(e^(βħω_q) − 1), the two sites together give

⟨v(s)v(0)⟩ = Σ_q λ_q ħω_q [(N_q + 1)e^(−iω_q s) + N_q e^(iω_q s)].

The double integral of e^(−iωs) is −it/ω + (1 − e^(−iωt))/ω², and that of e^(iωs) is its complex conjugate. Their weighted sum is

(N + 1)(…) + N(…)* = [−iωt + (2N + 1)(1 − cos ωt) + i sin ωt]/ω².

After multiplication by −λ_q ω_q/ħ, the first term sums to +iλt/ħ and cancels −iλt/ħ. Since 2N + 1 = coth(βħω/2), equation (6) follows.

For the moments, use Φ(t) = ∫ dE S(E)e^(−iEt/ħ), so that ln Φ = −i(mean)t/ħ − (variance)t²/(2ħ²) + …, and expand (6) to second order in t. ∎

**Lemma 4 (detailed balance and the classical limit).** Apart from an elastic term at E = 0,

S(−E) = e^(−βE) S(E), (7)

and under (c) and (d) S has the form (1).

Proof. Put x_q = βħω_q/2. The identity

cos(θ + ix)/sinh x = coth x cos θ − i sin θ

turns (6) into

ln Φ(t) = −Σ_q (λ_q/ħω_q) [coth x_q − cos(ω_q(t + iβħ/2))/sinh x_q].

At long times the cosines of a continuous distribution average out, and Φ tends to the constant Φ_∞ = exp[−Σ(λ_q/ħω_q) coth x_q]. It gives a delta function at E = 0, the transfer without any phonon, which belongs to band transport and is dropped. The remainder vanishes at both ends, so the integration line can be moved to real τ = t + iβħ/2:

S(E) = e^(βE/2) ∫ dτ/(2πħ) e^(iEτ/ħ) [G(τ) − Φ_∞],

ln G(τ) = −Λ − Σ_q (λ_q/ħω_q)(1 − cos ω_q τ)/sinh x_q,

Λ = Σ_q (λ_q/ħω_q) tanh(βħω_q/4).

The last line uses coth x − 1/sinh x = tanh(x/2). Since G is real and even, the integral is even in E, which proves (7). The ratio Φ_∞/G(0) is exp[−Σ(λ_q/ħω_q)/sinh x_q]. Strong coupling means that this sum is large, so Φ_∞ is negligible.

Now expand 1 − cos ω_q τ ≈ ω_q²τ²/2 and define D² = Σ_q λ_q ħω_q/sinh x_q. The Gaussian integral gives

S(E) ≈ (2πD²)^(−1/2) exp[βE/2 − Λ − E²/(2D²)]. (8)

The integrand has width ħ/D about the saddle τ = iħE/D². The expansion therefore needs ħω_q ≪ D and ħω_q|E|/D² ≪ 1. For classical modes the second quantity is βħω_q|E|/(2λ), which is small throughout the band. The dropped quartic term must also be small in the exponent itself. For one mode energy it is D²ω²τ⁴/(24ħ²), which equals (ħω)²E⁴/(24D⁶) at the saddle and βλ(βħω)²/192 at E = λ with D² = 2λkT. The sharper condition in (d) makes it small.

For small βħω_q, tanh(βħω_q/4) → βħω_q/4 and sinh x_q → βħω_q/2, so Λ → βλ/4 and D² → 2λkT. The exponent becomes

βE/2 − βλ/4 − βE²/(4λ) = −(E − λ)²/(4λkT).

With λ = 4E_a this is (1). ∎

**Proof of the theorem**

Lemma 1 gives E_a = λ/4 and Lemma 4 gives (1). Inserting (7) in (5) gives (2).

For the dc conductivity, apply a static field F. A hop with the force releases eaF into the lattice, and a hop against it takes eaF from the lattice. The golden-rule rates are (2πJ²/ħ)S(±eaF), and the drift velocity is

v_d = a(2πJ²/ħ)[S(eaF) − S(−eaF)] = a(2πJ²/ħ) S(eaF)(1 − e^(−βeaF)).

For small F this tends to a k βeaF, where k = (2πJ²/ħ)S(0) is the zero-field rate to one neighbour. Then σ_dc = n e v_d/F = n e²a²k/kT. From (1),

k = (2πJ²/ħ)(16πE_a kT)^(−1/2) e^(−16E_a²/(16E_a kT)) = (J²/ħ)√(π/(4E_a kT)) e^(−E_a/kT),

which is (3). The Einstein relation gives the same result: two neighbours at rate k make the mean square displacement 2ka²t, so the diffusion constant is ka².

Since (1 − e^(−βE))/E → β as E → 0, equation (2) also tends to (3). Dividing (2) by σ_dc,

σ₁/σ_dc = [S(E)/S(0)] (1 − e^(−βE))/(βE),

S(E)/S(0) = exp[βE/2 − E²/(16E_a kT)],

and e^(βE/2)(1 − e^(−βE)) = 2 sinh(βE/2) gives (4). ∎

Equation (4) contains neither J, n nor a. Within the theorem's regime, E_a and T fix the absorption band once σ_dc is known. Far above 4E_a the classical form needs still slower modes, because the quartic term dropped in Lemma 4 grows as E⁴. At the centre of the Gaussian, E = 4E_a,

σ₁/σ_dc = (kT/4E_a)(1 − e^(−4E_a/kT)) e^(E_a/kT). (9)

The photon supplies the energy that the dc hop must obtain from heat.

**Corollary (maximum of the conductivity).** In the form (4), σ₁ has a maximum at nonzero frequency if and only if kT < λ/6, and this maximum is unique. When e^(−βE) ≪ 1 there, it lies at

E_max ≈ (λ/2)[1 + √(1 − 8kT/λ)] ≈ λ − 2kT, (10)

the last form holding for kT ≪ λ.

Proof. Let u = βE/2 and s = u². The logarithm of (4) is ln(sinh u/u) − s kT/λ. The product formula for sinh gives

ln(sinh u/u) = Σ_{m≥1} ln[1 + s/(m²π²)],

which is strictly concave in s. Its slope falls from Σ 1/(m²π²) = 1/6 at s = 0 to zero at infinity, so it equals kT/λ at one positive s if kT/λ < 1/6, and at none otherwise.

If e^(−βE) is neglected, σ₁ ∝ E^(−1) exp[−(E − λ)²/(4λkT)]. A vanishing logarithmic derivative means −1/E − (E − λ)/(2λkT) = 0, or E² − λE + 2λkT = 0. The upper root is the maximum. ∎

**Remark 1 (how classical the modes must be).** The dc rate is more sensitive than the band, because it samples the far tail of S. For βλ ≫ 1, expanding Λ and D² in (8) one order further for a single mode energy ħω gives

ln(k_quantum/k_classical) ≈ (βħω)² [βλ/192 + 1/48]. (11)

The first term comes from tanh y ≈ y − y³/3 with y = βħω/4, the second from D² ≈ 2λkT[1 − (βħω)²/24]. When βλ is large, (βħω)² ≪ 1 does not suffice for the dc rate: βλ(βħω)²/192 must be small too.

**Remark 2 (low temperature).** By Lemma 3 the variance of S does not vanish on cooling but tends to Σλ_qħω_q, the zero-point value. It is tempting to put this quantum variance into a Gaussian and read the dc rate from its value at E = 0. That fails. A Gaussian of mean λ and variance w² has S(E)/S(−E) = exp(2λE/w²), which agrees with (7) only if w² = 2λkT. For the dc rate of quantum modes, (8) at E = 0 respects (7) and can be used as long as ħω_q ≪ D. When the mode energies have a positive lower bound, D² = Σ_q λ_q ħω_q/sinh x_q vanishes exponentially on cooling, and (8) itself fails at low enough temperature.

**Remark 3 (size of J).** For one mode frequency, the classical gap Δ has variance s_Δ² = 2λkT and its velocity has variance ω²s_Δ². The frequency of crossings through Δ = 0 in one direction is the density at zero times the mean one-sided velocity:

[e^(−E_a/kT)/(√(2π) s_Δ)] · [ωs_Δ/√(2π)] = (ω/2π) e^(−E_a/kT).

The ratio of the prefactor of k to ω/2π thus measures the chance of a transfer per excursion through the crossing. If it is not small, lowest order in J fails and (3) is unreliable. The error can have either sign: the chance of a transfer cannot grow as J² without limit, which makes the true rate smaller than (3), but J also lowers the barrier, by about J when J ≪ λ, which makes it larger.

**Worked example**

Take round model parameters: λ = 0.8 eV, so E_p = 0.4 eV and E_a = 0.2 eV; J = 5 meV; a = 0.40 nm; n = 10²⁰ cm⁻³; and mode energies between 10 and 30 meV, with λ shared among them in a semicircular distribution centred at 20 meV. The quantum values quoted below depend slightly on this shape: a flat distribution changes the 200 K rate ratio from 0.70 to 0.69. Then na³ = 0.0064, so the carriers are dilute. Conductivities below use the classical formulas.

At 300 K, kT = 0.02585 eV. The standard deviation of S is

√(8 · 0.2 · 0.02585) eV = 0.203 eV,

and the full width at half maximum is 0.479 eV. Equation (10) puts the maximum of σ₁ at

0.4 · [1 + √(1 − 8 · 0.02585/0.8)] eV = 0.744 eV,

which is 0.056 eV below 4E_a. The hopping prefactor is 4.68 × 10¹¹ s⁻¹, so

k = 4.68 × 10¹¹ · exp(−0.2/0.02585) s⁻¹ = 2.04 × 10⁸ s⁻¹.

The mobility ea²k/kT is 1.27 × 10⁻⁵ cm²/(V s), and σ_dc = 2.03 × 10⁻⁴ S/cm. By (9) the conductivity at 4E_a is larger by

(0.02585/0.8) · exp(0.2/0.02585) ≈ 74,

which gives 0.0150 S/cm. The central mode has the frequency 4.84 × 10¹² s⁻¹, so the ratio of Remark 3 is 0.097: small, though not negligible.

Between 200 and 600 K, σ_dc rises from 7.8 × 10⁻⁶ to 3.4 × 10⁻³ S/cm, a factor of about 440. For these modes the sharper condition of Remark 1 is poorly met at the cold end: βλ(βħω)²/192 is 0.33 at 200 K and 0.096 at 300 K. With the quantum line shape (6) the factor is about 310, and the ratio 74 found above for 300 K becomes about 64. The conductivity at its maximum falls from 0.0188 to 0.0114 S/cm, while the maximum moves from 0.764 to 0.678 eV. The band broadens and its height drops, roughly as T^(−1/2), because the weight of S is fixed. By the corollary the maximum at nonzero frequency would vanish above about 1550 K.

An Arrhenius plot of σ_dc does not give E_a directly. In the classical limit σ_dc ∝ β^(3/2)e^(−βE_a) at fixed n, so

−d ln σ_dc/dβ = E_a − (3/2)kT,

which is 0.161 eV at 300 K. Numerical integration of (6) with mode energies ten times smaller gives the same value to this accuracy. With the original modes the slope is lower, 0.153 eV, because the quantum correction (11) to the rate grows with β.

With the original modes, integration of (6) shows where the classical limit wears thin. At 300 K the line shape differs from (1) by at most 2.6% of its peak height. Halving the mode energies reduces this to 0.7%, and halving them again to 0.2%, as expected for a second-order correction. The classical dc rate, however, is 0.89 of the quantum rate at 300 K, 0.70 at 200 K and 0.98 at 600 K. Equation (11) with the central mode alone, βħω = 0.020/0.02585 = 0.77, gives 0.90 at 300 K. Equation (8) reproduces the quantum dc rate there to about 0.1%, whereas the Gaussian of quantum width criticised in Remark 2 exceeds it by 28%. At 10 K the quantum standard deviation is 0.126 eV, against 0.037 eV from the classical formula.

The absorption sideband amplitude behind (5), together with the line shape (6), was also tested without the golden rule. The eigenstates of a two-site model with one quantum mode per site were computed by diagonalization, and their dipole transition strengths agreed with the sideband formula to a few parts in 10⁶ for g = 0.8, kT = 0.6 ħω and J equal to one thousandth of the mode energy (2.5 × 10⁻⁶ with 18 oscillator states per mode, 1.3 × 10⁻⁶ with 22). The full set of values is in the numerical output.

Values computed for the example and the checks

```
Vertical transfer energy lambda: 0.800 eV
Polaron binding energy E_p: 0.400 eV
Activation energy E_a: 0.200 eV
Hopping amplitude J: 0.0050 eV
Site spacing a: 0.40 nm
Carrier density n: 1.00e+20 cm^-3
Carriers per site n a^3: 0.0064
Mode energies: centre 0.020, half-width 0.010 eV
--- T = 200 K, kT = 0.01723 eV
Gaussian standard deviation: 0.1661 eV
Gaussian full width at half maximum: 0.3910 eV
Maximum of sigma at photon energy: 0.7639 eV
Hopping rate k to one neighbour: 5.231e+06 s^-1
Mobility: 4.857e-07 cm^2/(V s)
dc conductivity: 7.781e-06 S/cm
Conductivity at 4 E_a: 1.837e-02 S/cm
Conductivity at its maximum: 1.879e-02 S/cm
Classical / quantum dc rate: 0.6958
--- T = 300 K, kT = 0.02585 eV
Gaussian standard deviation: 0.2034 eV
Gaussian full width at half maximum: 0.4789 eV
Maximum of sigma at photon energy: 0.7444 eV
Hopping rate k to one neighbour: 2.044e+08 s^-1
Mobility: 1.265e-05 cm^2/(V s)
dc conductivity: 2.027e-04 S/cm
Conductivity at 4 E_a: 1.500e-02 S/cm
Conductivity at its maximum: 1.553e-02 S/cm
Classical / quantum dc rate: 0.8914
--- T = 600 K, kT = 0.05170 eV
Gaussian standard deviation: 0.2876 eV
Gaussian full width at half maximum: 0.6773 eV
Maximum of sigma at photon energy: 0.6780 eV
Hopping rate k to one neighbour: 6.917e+09 s^-1
Mobility: 2.140e-04 cm^2/(V s)
dc conductivity: 3.429e-03 S/cm
Conductivity at 4 E_a: 1.061e-02 S/cm
Conductivity at its maximum: 1.144e-02 S/cm
Classical / quantum dc rate: 0.9834
--- Checks and limits
Quantum standard deviation at 300 K: 0.2086 eV
Quantum standard deviation at 10 K: 0.1265 eV
Classical standard deviation at 10 K: 0.0371 eV
Largest line-shape error at 300 K, share of peak: 0.0264
Same with mode energies halved: 0.0069
Same with mode energies quartered: 0.0017
Shifted-contour / quantum dc rate at 300 K: 0.99868
Quantum-width Gaussian at E=0 / quantum dc rate, 300 K: 1.2765
Slope -d ln(sigma_dc)/d(1/kT) at 300 K, slow modes: 0.1611 eV
E_a - 1.5 kT at 300 K: 0.1612 eV
Hopping prefactor at 300 K: 4.681e+11 s^-1
Vibrational frequency of central mode: 4.836e+12 s^-1
Their ratio: 0.0968
Temperature above which no finite-frequency maximum: 1547 K
Two-site exact test, largest relative error: 2.5e-06
```
